# The Rényi parking coverage from gap kinetics and from interval splitting: test program

```python
"""Random sequential adsorption of equal rods on a continuous line.

Result under test: the covered fraction is
    theta(t) = integral_0^t phi(s) ds,
    phi(s) = exp(-2 * integral_0^s (1 - exp(-u))/u du),
and it jams at theta(infinity) = 0.7476 (Renyi parking coverage).
Lengths are in rod lengths; t = (attempt rate per length) * (rod length) * time.
G(x,t): number density of gaps of length x, per unit length of line.
E(x,t): probability that a given segment of length x is empty.
phi(t) = E(1,t): fraction of attempts that succeed at time t.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import exp1

EULER = float(np.euler_gamma)
TAIL = np.exp(-2 * EULER)


def phi(t):
    if t == 0:
        return 1.0
    return float(np.exp(-2 * (np.log(t) + EULER + exp1(t))))


def integrate(f, a, b):
    return quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def coverage(t):
    if t <= 1:
        return integrate(phi, 0, t)
    return integrate(phi, 0, 1) + integrate(phi, 1, t)


def gap_density(x, t):
    if x > 1:
        return t**2 * phi(t) * np.exp(-(x - 1) * t)
    return integrate(lambda s: 2 * s * phi(s) * np.exp(-x * s), 0, t)


def jammed_gap_density(x):
    # logarithmic time variable resolves the long tail at small x
    def f(v):
        s = np.exp(v)
        return 2 * s**2 * phi(s) * np.exp(-x * s)
    return integrate(f, -30, 0) + integrate(f, 0, np.log(50 / x))


def gaps_in_bin(a, b, t):
    """Integral of G(x,t) over a < x < b, with the bin on one side of x = 1."""
    if a >= 1:
        return t * phi(t) * (np.exp(-(a - 1) * t) - np.exp(-(b - 1) * t))

    def f(s):
        return 2 * phi(s) * (np.exp(-a * s) - np.exp(-b * s))
    return integrate(f, 0, 1) + integrate(f, 1, t)


theta_jam = coverage(np.inf)

# Closed form of the exponent against its defining integral
for t in (0.3, 2.0, 8.0):
    exponent = integrate(lambda u: -np.expm1(-u) / u, 0, t)
    assert abs(phi(t) - np.exp(-2 * exponent)) < 1e-10

# Gap equation: finite difference in time against loss and gain terms
for x in (0.4, 1.3, 2.5):
    for t in (0.7, 3.0):
        dt = 1e-4
        rate = (gap_density(x, t + dt) - gap_density(x, t - dt)) / (2 * dt)
        gain = 2 * integrate(lambda y: gap_density(y, t), x + 1, np.inf)
        loss = (x - 1) * gap_density(x, t) if x > 1 else 0.0
        assert abs(rate - gain + loss) < 1e-6

# Equation for the empty-segment probability, E obtained from G by quadrature


def empty_probability(x, t):
    return integrate(lambda y: (y - x) * gap_density(y, t), x, np.inf)


for x, t in ((1.2, 0.8), (2.0, 1.5)):
    dt = 1e-3
    rate = (empty_probability(x, t + dt)
            - empty_probability(x, t - dt)) / (2 * dt)
    overlap = quad(lambda y: empty_probability(y, t), x, x + 1)[0]
    right = -(x - 1) * empty_probability(x, t) - 2 * overlap
    assert abs(rate - right) < 1e-5

# Independent road: mean number of rods jammed into a finite interval,
# from conditioning on the position of the first rod
n = 1000
h = 1 / n
size = 12 * n + 1
mean_rods = np.zeros(size)
cumulative = np.zeros(size)
mean_rods[n] = 1.0
for j in range(n + 1, size):
    mean_rods[j] = 1 + 2 * cumulative[j - n] / ((j - n) * h)
    cumulative[j] = (cumulative[j - 1]
                     + h * (mean_rods[j - 1] + mean_rods[j]) / 2)
theta_interval = mean_rods[12 * n] - mean_rods[11 * n]
assert abs(theta_interval - theta_jam) < 1e-6

# Late-time law, with the jammed coverage taken from the finite interval
tail_measured = 10 * (theta_interval - coverage(10))
assert abs(tail_measured - TAIL) < 1e-4

# Direct simulation on a ring: random attempts, overlaps rejected.
# Each unit cell holds at most one left end; its offset is stored.
rng = np.random.default_rng(12345)
ring = 100000
offset = [-1.0] * ring


def attempt(duration):
    number = rng.poisson(ring * duration)
    cells = rng.integers(0, ring, number).tolist()
    fractions = rng.random(number).tolist()
    for i, f in zip(cells, fractions):
        if offset[i] >= 0 or offset[i - 1] > f:
            continue
        if 0 <= offset[i + 1 - ring] < f:
            continue
        offset[i] = f


def ring_gaps():
    off = np.array(offset)
    cells = np.flatnonzero(off >= 0)
    left = cells + off[cells]
    return np.diff(np.append(left, left[0] + ring)) - 1


def check_bins(gaps, bins, t):
    for a, b in bins:
        count = np.count_nonzero((gaps > a) & (gaps < b))
        expected = ring * gaps_in_bin(a, b, t)
        # five standard deviations of a counting estimate
        assert abs(count - expected) < 5 * np.sqrt(expected)


attempt(2.0)
gaps_2 = ring_gaps()
sim_2 = len(gaps_2) / ring
assert abs(sim_2 - coverage(2)) < 0.004
for x in (1.0, 1.5):
    empty = np.maximum(gaps_2 - x, 0).sum() / ring
    assert abs(empty - phi(2) * np.exp(-(x - 1) * 2)) < 0.003
check_bins(gaps_2, ((0, 0.2), (0.6, 0.8), (1, 1.2), (1.5, 2)), 2.0)

attempt(8.0)
gaps_10 = ring_gaps()
sim_10 = len(gaps_10) / ring
assert abs(sim_10 - coverage(10)) < 0.004
excess = gaps_10[gaps_10 > 1] - 1
assert abs(excess.mean() - 0.1) < 0.01

# Complete the same sample to jamming: uniform insertion in each open gap
stack = gaps_10.tolist()
final = []
while stack:
    g = stack.pop()
    if g < 1:
        final.append(g)
    else:
        u = rng.random() * (g - 1)
        stack.extend((u, g - 1 - u))
final = np.array(final)
sim_jam = len(final) / ring
assert abs(sim_jam - theta_jam) < 0.004
check_bins(final, ((0, 0.1), (0.4, 0.5), (0.9, 1.0)), np.inf)

# Jammed gaps: one gap per rod, total gap length, logarithm at contact
number_sum = quad(jammed_gap_density, 0, 1, epsabs=1e-7)[0]
length_sum = quad(lambda x: x * jammed_gap_density(x), 0, 1, epsabs=1e-7)[0]
assert abs(number_sum - theta_jam) < 1e-5
assert abs(length_sum - (1 - theta_jam)) < 1e-5
log_rise = jammed_gap_density(1e-6) - jammed_gap_density(1e-4)
assert abs(log_rise - 2 * TAIL * np.log(100)) < 2e-3

# Worked example with round model parameters
rod_nm = 0.5
attempts = 40.0            # per nm of line and per second
speed = attempts * rod_nm  # dimensionless time per second

print(f"jammed coverage, time integral: {theta_jam:.8f}")
print(f"jammed coverage, finite-interval slope: {theta_interval:.8f}")
print(f"uncovered fraction at jamming: {1 - theta_jam:.6f}")
print(f"ring length in simulation: {ring} rod lengths")
print(f"simulated jammed coverage: {sim_jam:.4f}")
print(f"coverage at t=2, formula: {coverage(2):.4f}")
print(f"coverage at t=2, simulation: {sim_2:.4f}")
print(f"coverage at t=10, formula: {coverage(10):.4f}")
print(f"coverage at t=10, simulation: {sim_10:.4f}")
print(f"success probability phi at t=2: {phi(2):.5f}")
print(f"success probability phi at t=10: {phi(10):.6f}")
print(f"mean excess of open gaps, t=10, simulation: "
      f"{excess.mean():.4f} rod lengths")
print(f"tail coefficient exp(-2 gamma): {TAIL:.6f}")
print(f"t*(theta_jam-theta) at t=10: {tail_measured:.6f}")
print(f"integral of jammed gap density: {number_sum:.6f}")
print(f"first moment of jammed gap density: {length_sum:.6f}")
for x in (0.01, 0.1, 0.5, 0.999999):
    print(f"jammed gap density at x={x:g}: {jammed_gap_density(x):.4f}")
print(f"rod length: {rod_nm:.2f} nm")
print(f"attempt rate: {attempts:.1f} per nm per s")
print(f"dimensionless time per second: {speed:.1f} 1/s")
print(f"close-packed rod density: {1 / rod_nm:.4f} per nm")
print(f"jammed rod density: {theta_jam / rod_nm:.4f} per nm")
mean_gap = (1 - theta_jam) / theta_jam
print(f"mean jammed gap: {mean_gap:.4f} rod lengths")
print(f"mean jammed gap: {mean_gap * rod_nm:.4f} nm")
for seconds in (0.05, 0.5, 5.0):
    c = coverage(speed * seconds)
    print(f"pulse {seconds:g} s: t={speed * seconds:g}, coverage {c:.4f}, "
          f"fraction of saturation {c / theta_jam:.4f}")
for part in (0.90, 0.99):
    t_rsa = brentq(lambda t: coverage(t) - part * theta_jam, 0.1, 200)
    t_lang = -theta_jam * np.log(1 - part)
    print(f"{part:.0%} of saturation, rods: t={t_rsa:.3f}, "
          f"{t_rsa / speed:.4f} s")
    print(f"{part:.0%} of saturation, Langmuir: t={t_lang:.3f}, "
          f"{t_lang / speed:.4f} s")
    print(f"{part:.0%} exposure ratio rods/Langmuir: {t_rsa / t_lang:.2f}")

print("tests ok")
```

Running it gives:

```
jammed coverage, time integral: 0.74759792
jammed coverage, finite-interval slope: 0.74759791
uncovered fraction at jamming: 0.252402
ring length in simulation: 100000 rod lengths
simulated jammed coverage: 0.7479
coverage at t=2, formula: 0.5935
coverage at t=2, simulation: 0.5931
coverage at t=10, formula: 0.7161
coverage at t=10, simulation: 0.7166
success probability phi at t=2: 0.07147
success probability phi at t=10: 0.003152
mean excess of open gaps, t=10, simulation: 0.1000 rod lengths
tail coefficient exp(-2 gamma): 0.315237
t*(theta_jam-theta) at t=10: 0.315236
integral of jammed gap density: 0.747598
first moment of jammed gap density: 0.252402
jammed gap density at x=0.01: 2.7850
jammed gap density at x=0.1: 1.3850
jammed gap density at x=0.5: 0.5647
jammed gap density at x=0.999999: 0.3152
rod length: 0.50 nm
attempt rate: 40.0 per nm per s
dimensionless time per second: 20.0 1/s
close-packed rod density: 2.0000 per nm
jammed rod density: 1.4952 per nm
mean jammed gap: 0.3376 rod lengths
mean jammed gap: 0.1688 nm
pulse 0.05 s: t=1, coverage 0.4714, fraction of saturation 0.6306
pulse 0.5 s: t=10, coverage 0.7161, fraction of saturation 0.9578
pulse 5 s: t=100, coverage 0.7444, fraction of saturation 0.9958
90% of saturation, rods: t=4.213, 0.2107 s
90% of saturation, Langmuir: t=1.721, 0.0861 s
90% exposure ratio rods/Langmuir: 2.45
99% of saturation, rods: t=42.167, 2.1083 s
99% of saturation, Langmuir: t=3.443, 0.1721 s
99% exposure ratio rods/Langmuir: 12.25
tests ok
```
